# Debugging a numerical check: Valence levels of wurtzite at the zone centre

```python
"""Zone-centre valence levels of wurtzite with crystal field and spin-orbit terms.

Result under test, for p-like orbitals X, Y, Z with spin:
  H = D1 Lz^2 + D2 Lz sz + D3 (Lx sx + Ly sy)
has three doubly degenerate levels
  E9 = D1 + D2,   E7(+/-) = m +/- R,
  m = (D1 - D2)/2,   R = sqrt(m^2 + 2 D3^2).
L: dimensionless orbital angular momentum (l = 1); sx, sy, sz: Pauli matrices;
D1: crystal-field parameter; D2, D3: spin-orbit parameters; z: the c axis.
Energy zero: the Z orbital without spin-orbit coupling. Energies in meV.
"""
import numpy as np
import sympy as sp
from scipy.optimize import brentq

# Orbital angular momentum from the operator -i r x grad acting on x, y, z.
coords = sp.symbols("x y z", real=True)


def apply_L(axis, f):
    i, j = (axis + 1) % 3, (axis + 2) % 3
    return -sp.I * (coords[i] * sp.diff(f, coords[j])
                    - coords[j] * sp.diff(f, coords[i]))


orbital_L = [np.array([[complex(sp.diff(apply_L(axis, coords[col]), coords[row]))
                        for col in range(3)] for row in range(3)])
             for axis in range(3)]
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
one2, one3 = np.eye(2), np.eye(3)
Lx, Ly, Lz = [np.kron(mat, one2) for mat in orbital_L]
sx, sy, sz = [np.kron(one3, mat) for mat in pauli]
crystal_term = Lz @ Lz
axial_term = Lz @ sz
planar_term = Lx @ sx + Ly @ sy
Jz = Lz + sz / 2


def hamiltonian(d1, d2, d3):
    return d1 * crystal_term + d2 * axial_term + d3 * planar_term


# Symmetry: count the independent Hermitian matrices allowed by the group.
c, s = np.cos(np.pi / 3), np.sin(np.pi / 3)
rotation6 = np.kron(np.array([[c, -s, 0], [s, c, 0], [0, 0, 1]]),
                    np.diag([np.exp(-1j * np.pi / 6), np.exp(1j * np.pi / 6)]))
mirror_x = np.kron(np.diag([-1, 1, 1]), -1j * pauli[0])
time_reversal = np.kron(one3, 1j * pauli[1])  # followed by conjugation
C6 = (rotation6, False)
MIRROR = (mirror_x, False)
TIME = (time_reversal, True)


def violation(matrix, operations):
    parts = []
    for unitary, conjugate in operations:
        source = matrix.conj() if conjugate else matrix
        change = unitary @ source @ unitary.conj().T - matrix
        parts += [change.real.ravel(), change.imag.ravel()]
    return np.concatenate(parts)


hermitian_basis = []
for i in range(6):
    for j in range(i, 6):
        unit = np.zeros((6, 6), complex)
        unit[i, j] = unit[j, i] = 1
        hermitian_basis.append(unit)
        if i != j:
            unit = np.zeros((6, 6), complex)
            unit[i, j], unit[j, i] = -1j, 1j
            hermitian_basis.append(unit)


def count_allowed(operations):
    table = np.array([violation(b, operations) for b in hermitian_basis]).T
    return len(hermitian_basis) - np.linalg.matrix_rank(table, tol=1e-9)


count_full = count_allowed([C6, MIRROR, TIME])
count_no_time = count_allowed([C6, MIRROR])
count_no_mirror = count_allowed([C6, TIME])
assert (count_full, count_no_time, count_no_mirror) == (4, 5, 5)
terms = [np.eye(6, dtype=complex), crystal_term, axial_term, planar_term]
for term in terms:
    assert np.abs(violation(term, [C6, MIRROR, TIME])).max() < 1e-12
assert np.linalg.matrix_rank(np.array([t.ravel() for t in terms])) == 4
cross_term = Lx @ sy - Ly @ sx
assert np.abs(violation(cross_term, [C6, TIME])).max() < 1e-12
assert np.abs(violation(cross_term, [MIRROR])).max() > 0.5

# Characteristic polynomial for all parameter values.
D1, D2, D3, lam = sp.symbols("D1 D2 D3 lam", real=True)


def to_exact(matrix):
    return sp.Matrix(6, 6, [int(round(v.real)) + sp.I * int(round(v.imag))
                            for v in matrix.ravel()])


H_symbolic = (D1 * to_exact(crystal_term) + D2 * to_exact(axial_term)
              + D3 * to_exact(planar_term))
polynomial = H_symbolic.charpoly(lam).as_expr()
expected = ((lam - D1 - D2) * (lam**2 - (D1 - D2) * lam - 2 * D3**2))**2
assert sp.expand(polynomial - expected) == 0

# Blocks in the basis of definite Lz and spin.
up, down = np.array([1, 0]), np.array([0, 1])
plus = -np.array([1, 1j, 0]) / np.sqrt(2)
minus = np.array([1, -1j, 0]) / np.sqrt(2)
zero = np.array([0, 0, 1])
ordered = np.array([np.kron(plus, up), np.kron(minus, down),
                    np.kron(plus, down), np.kron(zero, up),
                    np.kron(minus, up), np.kron(zero, down)]).T


def block_form(d1, d2, d3):
    return ordered.conj().T @ hamiltonian(d1, d2, d3) @ ordered


trial = (1.7, -0.6, 0.9)
block = np.array([[trial[0] - trial[1], np.sqrt(2) * trial[2]],
                  [np.sqrt(2) * trial[2], 0]])
block_target = np.zeros((6, 6))
block_target[0, 0] = block_target[1, 1] = trial[0] + trial[1]
block_target[2:4, 2:4] = block_target[4:6, 4:6] = block
assert np.allclose(block_form(*trial), block_target, atol=1e-12)

# Numerical levels, sorted by |Jz|, and their Z-orbital shares.
jz_squared, jz_vectors = np.linalg.eigh(Jz @ Jz)
sector9 = jz_vectors[:, jz_squared > 1]
sector7 = jz_vectors[:, jz_squared < 1]


def numerical_levels(d1, d2, d3):
    H = hamiltonian(d1, d2, d3)
    assert np.allclose(H @ Jz, Jz @ H, atol=1e-10)
    e9 = np.linalg.eigvalsh(sector9.conj().T @ H @ sector9)
    e7, u = np.linalg.eigh(sector7.conj().T @ H @ sector7)
    share = (np.abs(sector7 @ u)[4:6]**2).sum(axis=0)
    return (e9.mean(), e7[2:].mean(), e7[:2].mean(),
            share[2:].mean(), share[:2].mean())


def derived_levels(d1, d2, d3):
    m = (d1 - d2) / 2
    R = np.sqrt(m**2 + 2 * d3**2)
    return d1 + d2, m + R, m - R, (1 - m / R) / 2, (1 + m / R) / 2


rng = np.random.default_rng(7)
checked, gamma9_on_top = 0, 0
for d1, d2, d3 in rng.uniform(-10, 10, (400, 3)):
    derived = derived_levels(d1, d2, d3)
    assert np.allclose(numerical_levels(d1, d2, d3), derived, atol=1e-8)
    values, vectors = np.linalg.eigh(hamiltonian(d1, d2, d3))
    assert np.allclose(values, np.sort(np.repeat(derived[:3], 2)), atol=1e-9)
    if values[4] - values[3] < 1e-3:
        continue  # the top pair is not resolved from the next one
    top = vectors[:, 4:]
    top_is_9 = np.trace(top.conj().T @ Jz @ Jz @ top).real / 2 > 1
    rule = d1 + 3 * d2 > 0 and d2 * (d1 + d2) > d3**2
    assert top_is_9 == rule
    checked += 1
    gamma9_on_top += int(top_is_9)
assert 0 < gamma9_on_top < checked

print("Allowed real constants, C6v and time reversal:", count_full)
print("Allowed constants without time reversal:", count_no_time)
print("Allowed constants without mirrors:", count_no_mirror)


def report(name, parameters):
    d1, d2, d3 = parameters
    e9, high, low, z_high, z_low = numerical_levels(*parameters)
    a, b = e9 - high, e9 - low
    assert np.isclose(a + b, d1 + 3 * d2)
    assert np.isclose(a * b, 2 * (d2 * (d1 + d2) - d3**2))
    m = (d1 - d2) / 2
    print(f"{name}: D1, D2, D3 = {d1:.0f}, {d2:.0f}, {d3:.0f} meV")
    print(f"{name}: block diagonal D1-D2 = {d1 - d2:.3f} meV")
    print(f"{name}: block coupling = {block_form(*parameters)[2, 3].real:.4f} meV")
    print(f"{name}: m = {m:.3f} meV, R = {np.hypot(m, np.sqrt(2) * d3):.4f} meV")
    print(f"{name}: E9 = {e9:.4f} meV")
    print(f"{name}: E7+ = {high:.4f} meV")
    print(f"{name}: E7- = {low:.4f} meV")
    print(f"{name}: E9-E7+ = {a:.4f} meV, E9-E7- = {b:.4f} meV")
    print(f"{name}: Z share in E7+ = {z_high:.5f}, in E7- = {z_low:.5f}")


case_P = (10.0, 6.0, 5.0)
case_N = (-200.0, 6.0, 5.0)
report("Case P", case_P)
report("Case N", case_N)


# Crossing of the Gamma9 level with the upper Gamma7 level.
def top_gap(d1):
    levels = numerical_levels(d1, case_P[1], case_P[2])
    return levels[0] - levels[1]


crossing = brentq(top_gap, case_N[0], case_P[0], xtol=1e-11)
assert abs(crossing - (case_P[2]**2 / case_P[1] - case_P[1])) < 1e-8
crossing_levels = numerical_levels(crossing, case_P[1], case_P[2])
print(f"Crossing of E9 and E7+ at D1 = {crossing:.4f} meV")
print(f"Common energy at the crossing = {crossing_levels[0]:.4f} meV")

# Cubic limit: a quartet and a doublet separated by the spin-orbit splitting.
split_so = 18.0
cubic = np.linalg.eigvalsh(hamiltonian(0, split_so / 3, split_so / 3))
assert np.allclose(cubic[2:], cubic[5]) and np.allclose(cubic[:2], cubic[0])
assert np.isclose(cubic[5] - cubic[0], split_so)
print(f"Cubic limit: spin-orbit splitting input = {split_so:.0f} meV")
print(f"Cubic limit: quartet = {cubic[5]:.3f} meV, doublet = {cubic[0]:.3f} meV")

# Exchange of crystal-field and spin-orbit splittings in the quasi-cubic case.
exchange_results = []
for crystal, spin_orbit in ((10.0, 18.0), (18.0, 10.0)):
    e9, high, low, z_high, z_low = numerical_levels(
        crystal, spin_orbit / 3, spin_orbit / 3)
    a, b = e9 - high, e9 - low
    assert np.isclose(a + b, crystal + spin_orbit)
    assert np.isclose(a * b, 2 * crystal * spin_orbit / 3)
    exchange_results.append((a, b, z_high))
    label = f"Quasi-cubic Dcr={crystal:.0f}, Dso={spin_orbit:.0f} meV"
    print(f"{label}: E9-E7+ = {a:.4f} meV")
    print(f"{label}: E9-E7- = {b:.4f} meV")
    print(f"{label}: Z share E7+ = {z_high:.4f}, E7- = {z_low:.4f}")
assert np.allclose(exchange_results[0][:2], exchange_results[1][:2])
assert abs(exchange_results[0][2] - exchange_results[1][2]) > 0.1

print("success")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 107, in <module>
    assert sp.expand(polynomial - expected) == 0
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The physics was not at fault: the symbolic test compared polynomials in two different variables. SymPy's `charpoly` builds its own variable from the name `lam` and drops the assumption that it is real, so its `lam` did not cancel against the real `lam` of the expected polynomial. The characteristic polynomial is now written explicitly in the program's own `lam` through `as_expr(lam)`. No tested quantity, tolerance or example changes.

Diff:

```diff
@@ -103,5 +103,6 @@
 H_symbolic = (D1 * to_exact(crystal_term) + D2 * to_exact(axial_term)
               + D3 * to_exact(planar_term))
-polynomial = H_symbolic.charpoly(lam).as_expr()
+# charpoly makes its own variable, so the polynomial is rewritten in lam.
+polynomial = H_symbolic.charpoly().as_expr(lam)
 expected = ((lam - D1 - D2) * (lam**2 - (D1 - D2) * lam - 2 * D3**2))**2
 assert sp.expand(polynomial - expected) == 0
```

The mended program passes:

```
Allowed real constants, C6v and time reversal: 4
Allowed constants without time reversal: 5
Allowed constants without mirrors: 5
Case P: D1, D2, D3 = 10, 6, 5 meV
Case P: block diagonal D1-D2 = 4.000 meV
Case P: block coupling = 7.0711 meV
Case P: m = 2.000 meV, R = 7.3485 meV
Case P: E9 = 16.0000 meV
Case P: E7+ = 9.3485 meV
Case P: E7- = -5.3485 meV
Case P: E9-E7+ = 6.6515 meV, E9-E7- = 21.3485 meV
Case P: Z share in E7+ = 0.36392, in E7- = 0.63608
Case N: D1, D2, D3 = -200, 6, 5 meV
Case N: block diagonal D1-D2 = -206.000 meV
Case N: block coupling = 7.0711 meV
Case N: m = -103.000 meV, R = 103.2424 meV
Case N: E9 = -194.0000 meV
Case N: E7+ = 0.2424 meV
Case N: E7- = -206.2424 meV
Case N: E9-E7+ = -194.2424 meV, E9-E7- = 12.2424 meV
Case N: Z share in E7+ = 0.99883, in E7- = 0.00117
Crossing of E9 and E7+ at D1 = -1.8333 meV
Common energy at the crossing = 4.1667 meV
Cubic limit: spin-orbit splitting input = 18 meV
Cubic limit: quartet = 6.000 meV, doublet = -12.000 meV
Quasi-cubic Dcr=10, Dso=18 meV: E9-E7+ = 5.2822 meV
Quasi-cubic Dcr=10, Dso=18 meV: E9-E7- = 22.7178 meV
Quasi-cubic Dcr=10, Dso=18 meV: Z share E7+ = 0.3853, E7- = 0.6147
Quasi-cubic Dcr=18, Dso=10 meV: E9-E7+ = 5.2822 meV
Quasi-cubic Dcr=18, Dso=10 meV: E9-E7- = 22.7178 meV
Quasi-cubic Dcr=18, Dso=10 meV: Z share E7+ = 0.0794, E7- = 0.9206
success
```
